# Trapped-to-free ratio of dilute self-trapping holes in an oxide

## Question

A hole in a transparent oxide can move freely in the valence band, or it can distort the lattice around one site and become self-trapped there, forming a small polaron. Consider a film at $T=300$ K with

- $N_t=5\times10^{22}\ \mathrm{cm^{-3}}$ self-trapped states, spin included, with two spin states per site;
- $N_v=1\times10^{19}\ \mathrm{cm^{-3}}$ effective band states, spin included;
- self-trapping energy $E_{st}=0.10$ eV, the net energy gained when a hole at the band edge becomes self-trapped.

Take $kT=0.025852$ eV. The holes are dilute and in thermal equilibrium, the band is parabolic near its edge, and there are no other traps.

**(a)** Derive the effective density of band states for a hole mass $m$, and find the mass implied by the given $N_v$.

**(b)** Derive the ratio $R=p_t/p_f$ of trapped to free hole densities and evaluate it. What is the free density if the total is $10^{17}\ \mathrm{cm^{-3}}$?

**(c)** Does the energy gained or the number of available states contribute more to the trapping?

**(d)** The hole also changes the state of the lattice. Show under what condition this leaves the result of (b) unaltered, and find the correction if three local modes of energy 0.05 eV soften by 10 percent.

**(e)** How low must the density be for the holes to count as dilute? Find the ratio at a total density of $10^{21}\ \mathrm{cm^{-3}}$.

**(f)** Assess how far the number can be trusted for a real oxide film.

## Model answers

### (a) Effective band states

Count hole energy downward from the valence-band edge, so that a free hole has energy $\hbar^2k^2/2m\ge 0$. The effective density of states is the sum of Boltzmann weights per volume $V$, with a factor 2 for spin:

$$N_v=\frac{2}{V}\sum_{\mathbf k}e^{-\hbar^2k^2/2mkT}.$$

In a large box each allowed $\mathbf k$ occupies a volume $(2\pi)^3/V$, so the sum becomes an integral. That integral is a product of three Gaussians, each equal to $(2\pi mkT/\hbar^2)^{1/2}$:

$$N_v=\frac{2}{(2\pi)^3}\left(\frac{2\pi mkT}{\hbar^2}\right)^{3/2}
=2\left(\frac{mkT}{2\pi\hbar^2}\right)^{3/2}.$$

Solving for the mass gives

$$m=\frac{2\pi\hbar^2}{kT}\left(\frac{N_v}{2}\right)^{2/3}=0.542\,m_e .$$

As a test, the original sum over plane waves, taken with this mass in a periodic box of side 15 nm, returns $1.000000\times10^{19}\ \mathrm{cm^{-3}}$.

### (b) The ratio

Let $\mu$ be the hole chemical potential on the same energy scale. A state of energy $E$ has mean occupation $e^{(\mu-E)/kT}$ when that number is small, which is what "dilute" means. Summing over the band gives

$$p_f=N_v\,e^{\mu/kT}.$$

A self-trapped hole has energy $-E_{st}$, so

$$p_t=N_t\,e^{(\mu+E_{st})/kT}.$$

On division the chemical potential cancels:

$$R=\frac{p_t}{p_f}=\frac{N_t}{N_v}\,e^{E_{st}/kT}.$$

The two factors are

$$\frac{N_t}{N_v}=\frac{5\times10^{22}}{1\times10^{19}}=5000,\qquad e^{0.10/0.025852}=e^{3.868}=47.85,$$

and therefore

$$R=5000\times47.85\approx2.4\times10^{5}.$$

The free fraction is $p_f/(p_f+p_t)=1/(1+R)=4.2\times10^{-6}$. Of $10^{17}$ holes per cubic centimetre, about $4.2\times10^{11}$ are free.

### (c) Energy or number of states?

Taking the logarithm turns the product into a sum:

$$kT\ln R=E_{st}+kT\ln\frac{N_t}{N_v}=0.100+0.220=0.320\ \mathrm{eV}.$$

The term from the state densities is more than twice the self-trapping energy. It is not purely an entropy, because $N_v$ also contains the kinetic energy of free holes. To separate the two, use $N_v\propto T^{3/2}$ in the thermodynamic relation for the mean energy released on trapping:

$$\Delta U=-kT^2\,\frac{d\ln R}{dT}=E_{st}+\tfrac32kT=0.139\ \mathrm{eV}.$$

The remaining $0.320-0.139=0.181$ eV is $T$ times the entropy gain. Even with this stricter division, the number of places available contributes more than the energy for the given inputs. The order depends on the band mass: at $3\,m_e$, with $E_{st}$ unchanged, the entropy part would be 0.115 eV, less than the 0.139 eV of energy.

Two limits follow. For $E_{st}>0$ and $T\to0$ the exponential dominates and $R\to\infty$. At 300 K, $R=1$ would require $E_{st}=-0.220$ eV: self-trapped states lying 0.22 eV *above* the band edge would still hold half the holes, provided that the distorted configuration remains a local energy minimum there.

### (d) The lattice

Consider one mode with coordinate $Q$, effective mass $M$ and frequency $\omega$. Let the trapped hole exert a constant force $f$ on it. Completing the square,

$$\tfrac12M\omega^2Q^2-fQ=\tfrac12M\omega^2\left(Q-\frac{f}{M\omega^2}\right)^2-\frac{f^2}{2M\omega^2}.$$

This is the same oscillator, displaced and lowered by the relaxation energy $E_{rel}=f^2/2M\omega^2$. Every level moves down by $E_{rel}$ and the spacings do not change. The partition function is multiplied by $e^{E_{rel}/kT}$, with no further factor at any temperature. Localizing the hole costs an electronic energy $E_{loc}$, so the net gain is $E_{st}=E_{rel}-E_{loc}$, and the result of (b) stands. The condition is that the hole displaces the modes without changing their frequencies. A constant force describes a hole held rigidly on one site. When the hole can spread onto neighbouring sites, its weight on the site responds to $Q$, and even a purely linear coupling softens the local modes. In an adiabatic treatment on the cosine band of part (f), the lowest local mode softens by about 8 percent for the light band and about 6 percent at $3\,m_e$. The same coupling also acts on the free hole, so $E_{st}$ must be counted from the band edge with that coupling included. Direct diagonalization of a 0.05 eV mode with $E_{rel}=0.3$ eV gives a free-energy drop of 0.300000 eV, as it should.

Now let the frequency around the trapped hole be $r\omega$. An oscillator with levels $\hbar\omega(n+\tfrac12)$ has the partition function

$$Z=\sum_{n=0}^{\infty}e^{-\hbar\omega(n+1/2)/kT}=\frac{e^{-\hbar\omega/2kT}}{1-e^{-\hbar\omega/kT}}=\frac{1}{2\sinh(\hbar\omega/2kT)}.$$

With $E_{st}$ measured between potential minima, so that zero-point energy is not already in it, each mode multiplies $R$ by

$$\frac{\sinh(\hbar\omega/2kT)}{\sinh(r\hbar\omega/2kT)}.$$

For three modes with $\hbar\omega=0.05$ eV and $r=0.9$ the combined factor is 1.49. The classical limit $\hbar\omega\ll kT$ would give $r^{-3}=1.37$. These modes are not classical at 300 K. The lowering of their zero-point energy contributes a factor 1.337 and the thermal population of their levels a factor 1.116, which together give 1.49.

### (e) The meaning of dilute

Suppose that a site can hold at most one hole, in either of two spin states. There are $N_t/2$ sites. With $x=e^{(\mu+E_{st})/kT}$, an empty site has weight 1 and an occupied site has total weight $2x$. Hence

$$p_t=\frac{N_t}{2}\,\frac{2x}{1+2x}=\frac{N_t\,x}{1+2x}.$$

If the band is still nondegenerate, $p_f=N_ve^{\mu/kT}=N_v\,x\,e^{-E_{st}/kT}$, and so

$$\frac{p_t}{p_f}=\frac{R}{1+2x}.$$

The expression for $p_t$ also gives $1-2p_t/N_t=1-2x/(1+2x)=1/(1+2x)$. Therefore

$$\frac{p_t}{p_f}=R\left(1-\frac{2p_t}{N_t}\right).$$

The correction stays below 1 percent while $p_t<N_t/200=2.5\times10^{20}\ \mathrm{cm^{-3}}$. At a total of $10^{21}\ \mathrm{cm^{-3}}$ nearly all holes are trapped, so the factor is $1-0.04=0.96$ and the ratio is $2.3\times10^5$. The free density is then about $4\times10^{15}\ \mathrm{cm^{-3}}$, far below $N_v$, which justifies the nondegenerate band. A solution with full Fermi–Dirac filling of the band gives 0.9601. This treatment omits the repulsion between holes on different sites, which may matter at such a density.

### (f) Reliability for a real film

**Comparison with a real oxide.** The parameters are round numbers chosen for illustration, not a set of values for one material. The density of self-trapped states has the order of magnitude expected for In$_2$O$_3$, which has several $10^{22}$ oxygen sites per cubic centimetre; the self-trapping energy is an assumed input. The implied mass of $0.542\,m_e$ is light for an oxygen-2p valence band. With a rough mass of $3\,m_e$ and $E_{st}$ held fixed, $N_v$ rises to $1.3\times10^{20}\ \mathrm{cm^{-3}}$ and $R$ falls to $1.8\times10^4$. If $5\times10^{22}$ were the number of sites instead of spin states, $R$ would double to $4.8\times10^5$.

**Energy.** An error of 0.05 eV in $E_{st}$ changes $R$ by a factor $e^{0.05/0.025852}=6.9$, so the range 0.05 to 0.15 eV corresponds to $R$ from $3.5\times10^4$ to $1.7\times10^6$.

**Temperature.** At 400 K, with $m$ and $E_{st}$ fixed, $N_v$ grows by $(4/3)^{3/2}$ to $1.54\times10^{19}\ \mathrm{cm^{-3}}$ and the exponential weakens. The ratio drops to $5.9\times10^4$.

**Disorder.** In an amorphous film the trapping energy varies from site to site. Let it be $E_{st}+\epsilon$, with $\epsilon$ Gaussian of zero mean and width $\sigma$. Since

$$-\frac{\epsilon^2}{2\sigma^2}+\frac{\epsilon}{kT}=-\frac{(\epsilon-\sigma^2/kT)^2}{2\sigma^2}+\frac{\sigma^2}{2(kT)^2},$$

averaging the Boltzmann weight multiplies $R$ by $e^{\sigma^2/2(kT)^2}$. For $\sigma=0.03$ eV this is 1.96. The holes must be few enough not to fill the deeper sites, which now carry most of the weight: at this width the filling correction of (e) reaches 1 percent at $p_t\approx7\times10^{19}\ \mathrm{cm^{-3}}$ instead of $2.5\times10^{20}$. Both effects grow steeply with the width. For $\sigma=0.1$ eV the dilute factor would be about $1.8\times10^3$, but filling would reduce it by 1 percent already near $7\times10^{14}\ \mathrm{cm^{-3}}$.

**Band shapes.** Replace the parabola by a cosine band with the same edge mass on a cubic lattice of spacing 0.342 nm. The hopping energy is then 0.602 eV, and $N_v$ rises by 0.8 percent. The self-trapped states also form a band. For a polaron hopping energy $t_p=1$ meV, with $E_{st}$ measured from the band centre, the average weight rises by about $3(t_p/kT)^2$, or 0.45 percent. Both effects are negligible here; at $3\,m_e$ the cosine-band correction to $N_v$ grows to about 5 percent.

The cosine band also shows a tension between the inputs. A hole confined to one site has the mean energy of the band, which lies six hopping energies above the edge. This gives $E_{loc}=6\times0.602=3.6$ eV, so a net gain of 0.10 eV would need a relaxation energy of 3.7 eV. At $3\,m_e$ the same estimate gives $E_{loc}=0.65$ eV and $E_{rel}=0.75$ eV. These are upper estimates, because the hole lowers its energy by spreading slightly onto its neighbours. In a self-consistent adiabatic solution with linear on-site coupling, about 95 percent of the hole stays on the central site, and the required $f^2/2M\omega^2$ is 3.4 eV for the light band and 0.70 eV at $3\,m_e$. In this simple model a small polaron therefore fits a heavy band much better than the light one implied by the given $N_v$.

**Equilibrium.** Under illumination or injection, recombination can prevent equilibrium. Let free holes be trapped at rate $c$ and released at rate $e$. Equilibrium requires $c\,p_f=e\,p_t$, so $e=c/R$. If new holes enter through the band and trapped holes also recombine with lifetime $\tau$, the steady state obeys $c\,p_f=(e+1/\tau)\,p_t$, and

$$\frac{p_t}{p_f}=\frac{c}{e+1/\tau}=\frac{R}{1+1/(e\tau)}.$$

The equilibrium ratio is reached when $\tau$ is much longer than the release time $1/e$. When the two are equal, the ratio is halved; for shorter lifetimes it falls further.

For the stated inputs $R=2.4\times10^5$ is well defined. For a real oxide with little disorder, the ranges of self-trapping energy and band mass considered above can change it by up to about two orders of magnitude; a broad spread of trap energies can add a larger error. With $m=3\,m_e$ and $E_{st}=0.05$ eV together, for example, $R$ falls to $1.835\times10^4/6.92\approx2.7\times10^3$. Even then, trapped holes in equilibrium would far outnumber free ones. Heavier or degenerate valence bands lower $R$ further: at $E_{st}=0.05$ eV it is about $9\times10^2$ for three degenerate bands of $3\,m_e$ and about $4\times10^2$ for a single band of $10\,m_e$. All of this presumes that the distorted configuration is an energy minimum in the oxide considered; where it is not, there are no self-trapped states to count. The main values are collected in the numerical output below.

## Calculated quantities

```
Temperature: 300 K
Thermal energy kT: 0.025852 eV
Self-trapped states N_t: 5.0e+22 cm^-3
Effective band states N_v: 1.0e+19 cm^-3
Self-trapping energy E_st: 0.10 eV
E_st/kT: 3.8682 (no unit)
Count ratio N_t/N_v: 5000 (no unit)
Energy factor exp(E_st/kT): 47.85 (no unit)
Trapped-to-free ratio R: 2.393e+05 (no unit)
Free fraction 1/(1+R): 4.179e-06 (no unit)
Counting term kT ln(N_t/N_v): 0.2202 eV
Total kT ln R: 0.3202 eV
Band mass implied by N_v: 0.542 m_e
N_v from plane-wave sum: 1.000000e+19 cm^-3
Test mode phonon energy: 0.050 eV
Test mode relaxation energy: 0.300 eV
Free-energy drop, diagonalized: 0.300000 eV
Total hole density, dilute case: 1.0e+17 cm^-3
Free density, dilute case: 4.179e+11 cm^-3
R from full statistics, dilute: 2.3927e+05 (no unit)
Total hole density, dense case: 1.0e+21 cm^-3
R(dense)/R from full statistics: 0.9601 (no unit)
1 - 2 p_trapped/N_t, dense: 0.9600 (no unit)
R if N_t counts sites, spin 2: 4.785e+05 (no unit)
Energy error considered: 0.05 eV
Factor in R from that error: 6.92 (no unit)
R at E_st - error: 3.46e+04 (no unit)
R at E_st + error: 1.66e+06 (no unit)
Heavy band mass considered: 3.0 m_e
N_v for heavy band: 1.304e+20 cm^-3
R for heavy band: 1.835e+04 (no unit)
Hot device temperature: 400 K
N_v when hot: 1.540e+19 cm^-3
R when hot: 5.909e+04 (no unit)
Softened frequency ratio: 0.90 (no unit)
Softening factor, 3 modes: 1.492 (no unit)
Trap-energy disorder sigma: 0.030 eV
Disorder factor in R: 1.961 (no unit)
Site spacing in cosine band: 0.342 nm
Band hopping energy: 0.602 eV
Cosine-band factor in N_v: 1.0082 (no unit)
Polaron hopping energy: 0.0010 eV
Polaron-band factor in R: 1.0045 (no unit)
```
